# Is a linear voltage-dependent phase in strained silicon a Pockels effect?

## Question

I have a silicon waveguide under a silicon nitride layer that strains it. When I apply a slow voltage across the stack, the optical phase shifts in proportion to the voltage and changes sign with it. A similar guide without the nitride shows no such linear response. Unstrained silicon has an inversion centre and hence no bulk second-order susceptibility, so I concluded that strain has created one, and I extracted its value from the slope. Is that conclusion safe?

## Answer

No. The nitride can bring fixed charge as well as strain, and a charged interface on a nearly intrinsic film is enough to produce everything you describe with the susceptibility set to zero. Your data do not exclude a real Pockels effect either. A uniform strain keeps the inversion centre, but a strain gradient changes sign under inversion, so symmetry permits a second-order response. The task is to tell the two apart.

**The model**

Take a planar stack: a gate at \(x=-t\), a cladding with static constant \(\varepsilon_c\), an intrinsic silicon film from \(x=0\) to \(d\) with constant \(\varepsilon_s\), and a grounded, optically transparent contact at \(x=d\). A fixed charge \(\sigma\) per area sits at \(x=0\). I use atomic units in the algebra. \(V\) is the gate potential and \(T\) the thermal energy. Carriers obey Boltzmann statistics and respond to light as free particles; quantum confinement, traps, optical damping and the third-order response of silicon are left out.

With potential \(\phi\) and \(\phi(d)=0\), the densities are \(n=n_ie^{\phi/T}\) and \(p=n_ie^{-\phi/T}\). The displacement \(D=-\varepsilon_s\phi'\) obeys
\[
D'=4\pi(p-n),\qquad D_s=4\pi\sigma+\frac{\varepsilon_c(V-\phi_s)}{t}.
\]
Subscript \(s\) means \(x=0^+\), and \(b\) will mean \(x=d\). The second relation is the jump of \(D\) across the fixed charge. Integrating the first over the film gives
\[
D_s-D_b=4\pi(N-P),
\]
where \(N\) and \(P\) are the electron and hole numbers per area.

**How many electrons a voltage adds**

Let \(\sigma>0\), so that the interface attracts electrons. Multiply Poisson's equation, \(\varepsilon_s\phi''=4\pi(n-p)\), by \(\phi'\). Since \(n'=n\phi'/T\) and \(p'=-p\phi'/T\), the right side becomes \(4\pi T(n+p)'\). Integration and multiplication by \(2\varepsilon_s\) give
\[
D_s^2-D_b^2=8\pi\varepsilon_sT\,[(n+p)_s-(n+p)_b].
\]
For a dense electron layer the surface terms dominate: \(D_s^2\approx8\pi\varepsilon_sTn_ie^{\phi_s/T}\). Taking the logarithm and varying it, with \(D_s\approx4\pi\sigma\),
\[
\delta\phi_s\approx\frac{2T}{D_s}\delta D_s\approx\frac{b}{\varepsilon_s}\,\delta D_s,\qquad b=\frac{\varepsilon_sT}{2\pi\sigma}.
\]
The surface potential hardly moves if \(b/\varepsilon_s\ll t/\varepsilon_c\). Then \(\delta D_s\approx\varepsilon_c\delta V/t\). Neglecting the small \(\delta D_b\) and the holes,
\[
\delta N\approx\frac{\varepsilon_c}{4\pi t}\,\delta V .
\]
The layer charges like a capacitor plate, linearly in \(V\).

The depth of the added electrons follows from the first moment. Integration by parts gives \(\int_0^d xD'dx=dD_b-\int_0^dD\,dx=dD_b-\varepsilon_s\phi_s\), hence
\[
4\pi\int_0^d x(n-p)\,dx=\varepsilon_s\phi_s-dD_b .
\]
With \(M=\int xn\,dx\) and \(\delta D_b\) neglected, \(\delta M\approx\varepsilon_s\delta\phi_s/4\pi\approx b\,\delta N\). The mean depth of the added charge is therefore about \(b\).

**What the light sees**

For TE light the optical field \(F\) obeys \(F''+k_0^2(\varepsilon-n_{\rm eff}^2)F=0\). Vary this equation, multiply by \(F\) and integrate. The terms in \(\delta F\) cancel after two integrations by parts, because \(F\) solves the original equation and vanishes far away. What remains is
\[
\delta n_{\rm eff}=\frac{1}{2n_{\rm eff}}\int u\,\delta\varepsilon\,dx,\qquad u=\frac{F^2}{\int F^2dx}.
\]
A free electron in a field of frequency \(\omega\) is displaced by \(F/(m_e\omega^2)\). Its charge is \(-1\), so the polarization is \(-nF/(m_e\omega^2)\). Holes behave likewise, and
\[
\delta\varepsilon=-\frac{4\pi}{\omega^2}\left(\frac{\delta n}{m_e}+\frac{\delta p}{m_h}\right).
\]
In the cladding \(F\propto e^{\kappa x}\). Since \(F\) and \(F'\) are continuous at the interface, \(u\approx u_0(1+2\kappa x)\) just inside the film. Therefore
\[
\delta n_{\rm eff}\approx-\frac{2\pi u_0}{n_{\rm eff}\omega^2m_e}(\delta N+2\kappa\,\delta M)
\approx-\frac{u_0\varepsilon_c(1+2\kappa b)}{2n_{\rm eff}\omega^2m_et}\,\delta V .
\]

**The susceptibility you would infer**

Suppose you treat the film as an insulator. A voltage then adds equal displacement in both layers, so \(V=E(d+t\varepsilon_s/\varepsilon_c)\). With the convention \(\delta\varepsilon=2\chi E\), a Pockels effect gives \(\delta n_{\rm eff}=\chi E\Gamma/n_{\rm eff}\), where \(\Gamma=\int_0^du\,dx\). Solving for \(\chi\),
\[
\chi_{\rm app}=\frac{n_{\rm eff}}{\Gamma}\left(d+\frac{t\varepsilon_s}{\varepsilon_c}\right)\frac{\delta n_{\rm eff}}{\delta V}.
\]
Insert the carrier result and use \((\varepsilon_c/t)(d+t\varepsilon_s/\varepsilon_c)=\varepsilon_s[1+d\varepsilon_c/(t\varepsilon_s)]\):
\[
\boxed{\chi_{\rm app}\approx-\frac{\varepsilon_su_0}{2m_e\omega^2\Gamma}\left(1+\frac{d\varepsilon_c}{t\varepsilon_s}\right)(1+2\kappa b)}
\]
No true \(\chi\) has entered. Once the layer exists, \(\sigma\) appears only through the small term \(2\kappa b\). In this regime the charge switches the signal on but does not make it grow.

**Numbers**

I chose round parameters: photon energy 0.8 eV, \(T=0.0259\) eV, \(d=2200\) Å, \(t=10000\) Å, \(\sigma=10^{-4}\) Å\(^{-2}\), \(\varepsilon_s=11.7\), \(\varepsilon_c=7.5\), \(m_e=0.26\), \(m_h=0.39\). The remaining inputs are in the numerical output. Fields are forces on a unit charge, so \(\chi\) is in Å/eV.

The mode has \(u_0/\Gamma=0.00021276/0.78935=2.695\times10^{-4}\) Å\(^{-1}\). The two brackets are
\[
1+\frac{2200\times7.5}{10000\times11.7}=1.141,\qquad
1+2(0.00084466)(33.49)=1.057 .
\]
With 27.211 eV and 0.52918 Å as the atomic units of energy and length, \(\varepsilon_s/(2m_e\omega^2)\) is 267.9 Å\(^2\)/eV. The product is \(\chi_{\rm app}\approx-0.0871\) Å/eV.

A numerical solution of the nonlinear electrostatics, followed by a fresh solution of the optical mode, gives \(-0.0861\) Å/eV, or \(-8.6\) pm/V. The test required agreement within 3%; the difference is 1.1% of the numerical value. Most of it comes from the neglected \(\delta D_b\) and \(\delta\phi_s\). The added electrons lie at a mean depth of 29.9 Å instead of \(b=33.5\) Å, which lowers the last bracket by about 0.6%, and their number is about 0.4% below the capacitor value.

At \(V=\pm10\) eV, a path of \(10^7\) Å gives phases of \(-0.0533\) and \(+0.0541\) rad. The even part is 0.8% of the odd part, so this looks like a clean linear effect. It cannot stay linear indefinitely. The resting layer holds \(8.54\times10^{-5}\) Å\(^{-2}\) and loses \(4.13\times10^{-6}\) Å\(^{-2}\) per eV, so a straight extrapolation empties it near \(-21\) eV.

**Why the guide without nitride does not settle it**

Reverse \(\phi\), \(V\) and \(\sigma\) together and exchange electrons with holes: the electrostatic equations are unchanged. Negative fixed charge must therefore reverse the slope and replace \(m_e\) by \(m_h\). The calculation gives \(+0.0574\) Å/eV, which is \(-m_e/m_h=-2/3\) times the previous value. That ratio belongs to the free-particle response with the masses chosen here; in real silicon, holes can change the index more than electrons do.

With \(\sigma=0\), the value inferred from steps of \(\pm0.5\) eV is only about \(-9\times10^{-7}\) Å/eV. At larger voltages carriers do collect, but electrons for one sign and holes for the other, and both lower the index: by \(9.6\times10^{-6}\) at \(+10\) eV and \(6.4\times10^{-6}\) at \(-10\) eV. In an intrinsic film, a nitride layer that adds charge thus turns a nearly flat response around zero into a linear one. A doped film already contains mobile carriers and can respond linearly without any fixed charge. Light background doping is enough: at \(10^{15}\) cm\(^{-3}\) the screening length is about 1300 Å, shorter than \(d\), and the slope near flat band is of the same order as the one found above. The flat control belongs to a nearly intrinsic film. In any case, comparing guides with and without nitride changes strain and charge at once.

**Does a faster voltage remove the problem?**

It depends on what the carriers can still do. Three limits show this. The first two are computed with a true \(\chi\) of zero and of 0.01 Å/eV (1 pm/V), the third with the latter value only.

*Slow: electrons are exchanged with the contact.* The true effect contributes \((\chi/n_{\rm eff})\int u\,\delta E\,dx\). Because \(\int_0^d\delta E\,dx=\delta\phi_s\), the electron layer that creates the false signal also screens the real one. Taking \(u\approx u_0\), the visible fraction of \(\chi\) is about
\[
\frac{u_0}{\Gamma}\frac{\delta\phi_s}{\delta V}\left(d+\frac{t\varepsilon_s}{\varepsilon_c}\right)
=2.695\times10^{-4}\times0.002224\times17800=0.011 .
\]
The full calculation gives 0.013. The inserted \(\chi\) moves the inferred value merely from \(-0.0861\) to \(-0.0860\) Å/eV.

*Faster: the electron number is fixed, but electrons still move in depth.* Now \(\delta N=0\), and the carrier signal comes from the first moment:
\[
\delta n_{\rm eff}\approx-\frac{4\pi\kappa u_0}{n_{\rm eff}\omega^2m_e}\,\delta M .
\]
A positive gate pulls electrons towards the interface, so \(\delta M<0\). They move to where the light is weaker, and the index rises. With zero true \(\chi\) the inferred value is \(+0.0235\) Å/eV, or \(+2.4\) pm/V, opposite in sign to the slow signal. This size depends strongly on the field \(D_b\) that confines the electron tail, and hence on the idealized back contact: a weaker back field gives a longer tail and a larger signal. With the true \(\chi\) inserted it is \(0.0329\) Å/eV, more than three times the correct value. The first-moment formula is approximate here: the full shift is 0.92 of it. The formula rests on the straight-line form of \(u\), which does not hold over the whole electron tail.

*Frozen: carriers do not move during a voltage cycle.* Only the field changes, so a zero \(\chi\) gives no signal in this model. With the true \(\chi\) inserted, the inferred value is 0.0100 Å/eV, as it should be.

So a signal that survives when the voltage varies too fast for the contact to exchange electrons is not yet free of carriers. The modulation must also outrun their redistribution within the film. That is hard to achieve. With a diffusion constant of 10 cm\(^2\)/s, electrons spread over 300 Å in roughly \((3\times10^{-6}\ \text{cm})^2/(10\ \text{cm}^2/\text{s})\approx1\) ps, so mobile carriers can follow ordinary electrical modulation at gigahertz frequencies. For them the frozen case is a limit for comparison, not a practical setting. The frequency at which exchange with the contact stops depends on transport, contacts and traps in your device.

**What you can conclude**

A charged interface can give a slope like yours by itself, without any \(\chi\). A better test is to reverse the sign of the fixed charge at constant strain, with the voltage fast enough to stop exchange with the contact, because a slow voltage hides most of a true \(\chi\). Changing only the size of the charge is a weak test, because the carrier signal is not proportional to it. For a response proportional to the carrier density, the slow signal hardly depends on the charge once the layer exists. The fixed-number signal does depend on it, though far less than proportionally. Holes in real silicon respond sublinearly to their density, so their slow signal falls as the charge grows. A carrier signal of the kind described here reverses with the charge; a bulk \(\chi\) set by strain alone does not. Reversing the charge matters even with frozen carriers: silicon's third-order response changes \(\varepsilon\) in proportion to \(E^2\), so in the static field of the fixed charge it also gives a signal linear in the voltage. Here the mean static field is \(\phi_s/d\approx2\times10^6\) V/m. With \(\chi^{(3)}\) of order \(10^{-19}\) m\(^2\)/V\(^2\), the term \(3\chi^{(3)}E\) is of order 1 pm/V, as large as the values compared in the two faster limits. In an intrinsic film that signal, too, reverses with the charge. The test has limits: electron and hole signals differ in size, so averaging the two slopes does not isolate \(\chi\), and doping or a built-in contact field can add a part that does not reverse. This calculation cannot say which contribution dominates in your guide, but it shows that the slow slope alone cannot say so either.

## Values computed for the example and the checks

```
photon energy: 0.8 eV
thermal energy: 0.0259 eV
film thickness: 2200 angstrom
cladding thickness: 10000 angstrom
fixed charge: 0.0001 e/angstrom^2
intrinsic density: 1e-14 1/angstrom^3
static constant, silicon: 11.7
static constant, cladding: 7.5
optical index, silicon: 3.48
optical index, cladding: 2
optical index, back: 1.44
electron optical mass: 0.26 electron masses
hole optical mass: 0.39 electron masses
mode index: 2.888
mode fraction in film: 0.78935
u0: 0.00021276 1/angstrom
kappa: 0.00084466 1/angstrom
surface potential energy scale: 0.5039 eV
electron sheet density: 8.5357e-05 1/angstrom^2
contact/front displacement ratio: 0.12822
sheet density slope: 4.1262e-06 1/(angstrom^2 eV)
added-electron depth, formula b: 33.493 angstrom
added-electron depth, numerical: 29.852 angstrom
half-step of voltage for slopes: 0.5 eV
slow inferred chi, true chi zero: -0.086129 angstrom/eV
same, converted: -8.6129 pm/V
closed formula for it: -0.087053 angstrom/eV
slow, negative fixed charge: 0.057421 angstrom/eV
slow, no fixed charge: -9.1328e-07 angstrom/eV
large voltage: 10 eV
charged: index change at +large: -1.3145e-05
charged: index change at -large: 1.3349e-05
charged: even/odd ratio: 0.0077002
neutral: index change at +large: -9.6127e-06
neutral: index change at -large: -6.4085e-06
path length: 1e+07 angstrom
charged: phase at +large: -0.053292 rad
charged: phase at -large: 0.05412 rad
true chi inserted: 0.01 angstrom/eV
slow inferred chi, true chi inserted: -0.086003 angstrom/eV
fraction of true chi seen slowly: 0.012567
surface estimate of that fraction: 0.01067
surface potential slope dphi_s/dV: 0.002224
fixed number, true chi zero: 0.023515 angstrom/eV
same, converted: 2.3515 pm/V
fixed number, true chi inserted: 0.032853 angstrom/eV
fixed number: full/first-moment shift: 0.9156
frozen carriers, true chi inserted: 0.01 angstrom/eV
same, converted: 1 pm/V
```
